\section*{Kinetic matrix elements of spherical waves truncated at a node}

\section*{Setting and conventions}

Localized basis functions that vanish outside a sphere give sparse matrices, which many linear-scaling methods rely on. One such basis consists of free-particle waves cut off at a node. For a sphere of radius $a$ centred at the origin let
\begin{equation}
\chi(\mathbf r)=
\begin{cases}
N\,j_l(qr)\,Y_{lm}(\hat{\mathbf r}), & r<a,\\
0, & r\ge a,
\end{cases}
\qquad j_l(qa)=0 ,
\end{equation}
where $qa$ is the $n$-th positive zero of the spherical Bessel function $j_l$, $Y_{lm}$ is a normalized complex spherical harmonic, and $N>0$ makes $\int|\chi|^2d^3r=1$. Atomic units are used: lengths in bohr, energies in hartree, kinetic operator $-\tfrac12\nabla^2$. A prime on $j_l$ means the derivative with respect to its argument.

Inside the sphere $\nabla^2\chi=-q^2\chi$, and outside both sides vanish. This suggests $\tfrac12q_j^2S_{ij}$ as the kinetic element between functions $i$ and $j$ with overlap $S_{ij}=\int\chi_i^*\chi_j\,d^3r$. It is called the uncorrected value below, and the problem is to find out what it misses.

\section*{(a) The slope at the edge}

\textit{Find $N$ and the radial slope $g$ just inside the sphere, defined by $\partial_r\chi|_{r\to a^-}=g\,Y_{lm}$.}

\textbf{Solution.} Put $u(r)=j_l(qr)$ and $v(r)=j_l(kr)$ with arbitrary $k$. The radial equations are
\begin{equation}
(r^2u')'=[l(l+1)-q^2r^2]u,\qquad (r^2v')'=[l(l+1)-k^2r^2]v ,
\end{equation}
where here the primes denote $d/dr$. Multiply the first by $v$, the second by $u$, and subtract. The centrifugal terms cancel and the left side is a total derivative:
\begin{equation}
\frac{d}{dr}\left[r^2(vu'-uv')\right]=(k^2-q^2)\,r^2uv .
\end{equation}
Integrate from $0$ to $a$. The bracket vanishes at $r=0$, and $u(a)=0$, so
\begin{equation}
\int_0^a r^2j_l(qr)j_l(kr)\,dr=\frac{a^2q\,j_l'(qa)\,j_l(ka)}{k^2-q^2}.
\label{eq:lommel}
\end{equation}
For $k\to q$ the numerator contains $j_l(ka)\simeq(k-q)a\,j_l'(qa)$ and the denominator is $\simeq2q(k-q)$. Hence
\begin{equation}
\int_0^a r^2j_l(qr)^2dr=\frac{a^3}{2}\,j_l'(qa)^2,\qquad
N=\sqrt{\frac{2}{a^3}}\,\frac{1}{|j_l'(qa)|}.
\end{equation}
The slope is $g=Nq\,j_l'(qa)$. Its magnitude follows at once. For its sign, $j_l$ is positive at small positive argument and its positive zeros are simple: if value and slope vanished together, the second-order radial equation would force the function to vanish everywhere. The sign of the slope therefore alternates, starting with a negative one:
\begin{equation}
g=(-1)^n q\sqrt{\frac{2}{a^3}} .
\label{eq:g}
\end{equation}
It is never zero. The function is continuous at the edge, but its radial slope jumps from $gY_{lm}$ to $0$.

\section*{(b) The Laplacian on all space}

\textit{Find $\nabla^2\chi$ as a distribution, including whatever the edge contributes.}

\textbf{Solution.} The distributional Laplacian is defined by moving the derivatives to a smooth test function $\varphi$ of compact support: $\langle\nabla^2\chi,\varphi\rangle=\int\chi\nabla^2\varphi\,d^3r$. Since $\chi$ is zero outside, the integral runs over the ball, where $\chi$ is smooth. Green's second identity gives
\begin{equation}
\int_{r<a}(\chi\nabla^2\varphi-\varphi\nabla^2\chi)\,d^3r
=a^2\!\int d\Omega\,(\chi\,\partial_r\varphi-\varphi\,\partial_r\chi)_{r\to a^-}.
\end{equation}
The first surface term vanishes because $\chi=0$ at the node. In the second, $\partial_r\chi=gY_{lm}$. With $\nabla^2\chi=-q^2\chi$ inside,
\begin{equation}
\int\chi\nabla^2\varphi\,d^3r=-q^2\!\int\chi\varphi\,d^3r-g\,a^2\!\int d\Omega\,Y_{lm}\,\varphi(a\hat{\mathbf r}).
\label{eq:weak}
\end{equation}
The last integral is the action of a shell delta function, so
\begin{equation}
\boxed{\;\nabla^2\chi=-q^2\chi-g\,\delta(r-a)\,Y_{lm}(\hat{\mathbf r})\;}
\label{eq:lap}
\end{equation}
The coefficient is the slope outside minus the slope inside, $0-g$.

The node condition matters. If $\chi$ did not vanish at $r=a$, the term with $\partial_r\varphi$ would survive, which is a derivative of a delta function. The function would then be discontinuous and its kinetic energy infinite.

For $l=1$, $n=1$, $a=5$ bohr and a Gaussian $\varphi$ of exponent $0.1$ bohr$^{-2}$ centred $3$ bohr up the $z$ axis (it decays fast enough to serve as $\varphi$), the two terms on the right of \eqref{eq:weak} are
\begin{equation}
-3.2744+1.3060=-1.9683\ \text{bohr}^{-1/2}\quad(\text{rounded}),
\end{equation}
which agrees with direct integration of the left side. The shell part is about two thirds of the result in magnitude.

\section*{(c) The kinetic element between two spheres}

\textit{Two such functions have centres $\mathbf R_i$ and $\mathbf R_j$. Express their kinetic element through $S_{ij}$ and an integral over one sphere.}

\textbf{Solution.} Start from the symmetric form
\begin{equation}
T_{ij}=\tfrac12\int\nabla\chi_i^*\cdot\nabla\chi_j\,d^3r .
\label{eq:form}
\end{equation}
Because each $\chi$ is continuous, its gradient has a jump but no delta function. The integral is therefore finite, and $T_{ij}=T_{ji}^*$ is manifest. The integrand is nonzero only in the region $L$ common to both balls. There, use
\begin{equation}
\nabla\chi_i^*\cdot\nabla\chi_j=\nabla\cdot(\chi_i^*\nabla\chi_j)-\chi_i^*\nabla^2\chi_j
=\nabla\cdot(\chi_i^*\nabla\chi_j)+q_j^2\chi_i^*\chi_j .
\end{equation}
The divergence becomes a flux through the boundary of $L$, which has two kinds of surface. On pieces of sphere $i$, $\chi_i=0$ and there is no flux. On pieces of sphere $j$ inside sphere $i$, the outward normal derivative of $\chi_j$ is $g_jY_j$, with $Y_j\equiv Y_{l_jm_j}$. Thus
\begin{equation}
\boxed{\;T_{ij}=\tfrac12q_j^2S_{ij}+B_j,\qquad
B_j=\tfrac12\,g_ja_j^2\!\int d\Omega\;\chi_i^*(\mathbf R_j+a_j\hat{\boldsymbol\Omega})\,Y_j(\hat{\boldsymbol\Omega})\;}
\label{eq:T}
\end{equation}
The integral may cover all directions, since $\chi_i$ vanishes outside its own ball. The same result follows from inserting \eqref{eq:lap} in $-\tfrac12\int\chi_i^*\nabla^2\chi_j$: the two minus signs make the surface term $+\tfrac12g_j$, and the delta function acts on a continuous function, so the product is well defined.

\section*{(d) Exchange of the two functions}

\textit{What follows if the Laplacian acts on $\chi_i$ instead? When is an uncorrected value right?}

\textbf{Solution.} Writing the integrand of \eqref{eq:form} as $\nabla\cdot(\chi_j\nabla\chi_i^*)+q_i^2\chi_i^*\chi_j$ and repeating the argument gives
\begin{equation}
T_{ij}=\tfrac12q_i^2S_{ij}+B_i,\qquad
B_i=\tfrac12g_ia_i^2\!\int d\Omega\,Y_i^*(\hat{\boldsymbol\Omega})\,\chi_j(\mathbf R_i+a_i\hat{\boldsymbol\Omega}).
\label{eq:Ti}
\end{equation}
Subtracting the two expressions for $T_{ij}$ yields $\tfrac12(q_j^2-q_i^2)S_{ij}=B_i-B_j$. Multiplying \eqref{eq:Ti} by $q_j^2$ and \eqref{eq:T} by $q_i^2$, then subtracting, removes $S_{ij}$. For $q_i\ne q_j$,
\begin{equation}
S_{ij}=\frac{2(B_i-B_j)}{q_j^2-q_i^2},\qquad
T_{ij}=\frac{q_j^2B_i-q_i^2B_j}{q_j^2-q_i^2}.
\label{eq:surf}
\end{equation}
Both elements then need surface integrals alone. For nearly equal $q$ these are ratios of small differences and lose digits; for equal $q$, compute $S_{ij}$ separately and use \eqref{eq:T}.

Without surface terms the two orders of evaluation differ by $\tfrac12(q_j^2-q_i^2)S_{ij}$, so the matrix is not Hermitian unless $S_{ij}=0$ or $q_i=q_j$. Equal $q$ hides this symptom: it forces $B_i=B_j$, but in general it does not make them zero. It does so when one ball lies inside the other, since one of the two terms then vanishes, as shown next.

There are cases without error. If both functions have the same centre and the same radius, each delta shell lies where the other function vanishes, so $B_i=B_j=0$. If ball $j$ lies wholly inside ball $i$, then $\chi_j=0$ on sphere $i$, hence $B_i=0$ and $T_{ij}=\tfrac12q_i^2S_{ij}$: the uncorrected value is right when the Laplacian acts on the larger function, but in general not when it acts on the smaller one. For concentric spheres with $a_j\le a_i$ and equal $l,m$, orthonormality of the harmonics gives
\begin{equation}
B_j=\tfrac12g_ja_j^2N_i\,j_l(q_ia_j).
\end{equation}
For $l=1$ with $a_i=5$ bohr, $n_i=1$ and $a_j=3$ bohr, $n_j=2$, the sum is $T=-0.8239+0.7235=-0.1003$ hartree (rounded from unrounded terms). The correction removes most of the uncorrected value.

\section*{(e) Reduction to one dimension}

\textit{Reduce $B_j$ to a single integral, and evaluate a pair with different $q$.}

\textbf{Solution.} Put centre $i$ at the origin and centre $j$ at $R\hat{\mathbf z}$, $R>0$. Write $Y_{lm}=\Theta_{lm}(\cos\theta)e^{im\phi}$. A point on sphere $j$ in the direction with $\cos\theta=\mu$ has
\begin{equation}
r_i=\sqrt{R^2+a_j^2+2Ra_j\mu},\qquad \cos\theta_i=\frac{R+a_j\mu}{r_i},
\end{equation}
and the same azimuth seen from both centres. The azimuthal integral is $2\pi\delta_{m_im_j}$. The condition $r_i<a_i$ means $\mu<\mu_*=(a_i^2-R^2-a_j^2)/(2Ra_j)$. Therefore
\begin{equation}
B_j=\pi g_ja_j^2N_i\,\delta_{m_im_j}\!\int_{-1}^{\min(1,\mu_*)}\!\!d\mu\;
\Theta_{l_jm}(\mu)\,j_{l_i}(q_ir_i)\,\Theta_{l_im}(\cos\theta_i),
\label{eq:1d}
\end{equation}
and $B_j=0$ if $\mu_*\le-1$.

For another bond direction, expand the laboratory harmonics in those about the bond axis, $Y_{lm}^{\rm lab}=\sum_\mu U^l_{\mu m}Y_{l\mu}^{\rm axis}$, where $\mu$ is now an integer index. Since $T$ is antilinear in its first function and linear in its second,
\begin{equation}
T^{\rm lab}_{mm'}=\sum_\mu (U^{l_i}_{\mu m})^*\,T^{\rm axis}_\mu\,U^{l_j}_{\mu m'} .
\end{equation}

Take $i$ with $l=1,m=0,n=1,a_i=5$ bohr, $j$ with $l=0,n=2,a_j=4$ bohr, and $R=3.5$ bohr. The wave numbers are $q_i=0.89868$ and $q_j=1.57080$ bohr$^{-1}$. From \eqref{eq:g},
\begin{equation}
g_i=-0.89868\sqrt{2/125}=-0.11368,\quad
g_j=1.57080\sqrt{2/64}=0.27768\ \text{bohr}^{-5/2}.
\end{equation}
The overlap is $S=-0.01116$, and the surface terms are $B_i=0.04163$ and $B_j=0.05089$ hartree. The two routes read
\begin{align}
\tfrac12q_i^2S+B_i&=-0.00451+0.04163=0.0371\ \text{hartree},\\
\tfrac12q_j^2S+B_j&=-0.01377+0.05089=0.0371\ \text{hartree}.
\end{align}
Direct quadrature of \eqref{eq:form} gives the same $0.0371$ hartree, or $1.010$ eV. The uncorrected values differ from each other by a factor of about three, and both have the wrong sign.

\section*{(f) Two s functions}

\textit{Evaluate $B_j$ in closed form for $l_i=l_j=0$. Then find $S$ and $T$ for two equal functions with $n=1$ and $0<R<2a$.}

\textbf{Solution.} For $l=0$, $qa=n\pi$ and $|j_0'(n\pi)|=1/(n\pi)$, so $N=q\sqrt{2/a}$ and $\chi=(4\pi)^{-1/2}\sqrt{2/a}\,\sin(qr)/r$ inside. In \eqref{eq:T} change variable from $\mu$ to $r=r_i$, with $d\mu=r\,dr/(Ra_j)$. The factor $r$ cancels the denominator of $\chi_i$:
\begin{align}
B_j&=\tfrac12g_ja_j^2\,\frac{2\pi}{4\pi}\sqrt{\frac{2}{a_i}}\,\frac{1}{Ra_j}
\int_{|R-a_j|}^{r_{\max}}\!\sin(q_ir)\,dr\notag\\
&=\frac{(-1)^{n_j}q_j}{2Rq_i\sqrt{a_ia_j}}\left[\cos(q_i|R-a_j|)-\cos(q_ir_{\max})\right],
\end{align}
where $r_{\max}=\min(a_i,R+a_j)$ and $g_ja_j=(-1)^{n_j}q_j\sqrt{2/a_j}$ was used. If $|R-a_j|\ge a_i$, sphere $j$ has no part inside ball $i$ and $B_j=0$.

For the equal pair $q=\pi/a$ and $r_{\max}=a$. With $\cos(qa)=-1$ and $\cos(qR-\pi)=-\cos qR$,
\begin{equation}
B=-\frac{1-\cos qR}{2aR}.
\label{eq:Beq}
\end{equation}

The overlap follows from translation. Write $S(\mathbf R)=\int\chi(\mathbf r)\chi(\mathbf r-\mathbf R)\,d^3r$. One derivative gives $\nabla_RS=-\int\chi(\mathbf r)(\nabla\chi)(\mathbf r-\mathbf R)\,d^3r$. Shifting $\mathbf r\to\mathbf r+\mathbf R$ moves the dependence on $\mathbf R$ to the undifferentiated factor, and a second derivative then gives
\begin{equation}
\nabla_R^2S=-\int(\nabla\chi)(\mathbf r+\mathbf R)\cdot\nabla\chi(\mathbf r)\,d^3r=-2T .
\end{equation}
Since $S$ depends on $R$ alone, $\nabla_R^2S=u''/R$ with $u=RS$. Equating $T=-u''/(2R)$ to $\tfrac12q^2u/R+B$ gives
\begin{equation}
u''+q^2u=-2RB=\frac{1-\cos qR}{a},\qquad u(0)=0,\quad u'(0)=S(0)=1 .
\end{equation}
A particular solution is $1/(aq^2)-R\sin(qR)/(2aq)$, because $(R\sin qR)''+q^2R\sin qR=2q\cos qR$. Adding $A\cos qR+C\sin qR$, the initial conditions require $A=-1/(aq^2)$ and $C=1/q$. Thus
\begin{equation}
S=\frac1R\left[\frac{1-\cos qR}{aq^2}+\left(1-\frac{R}{2a}\right)\frac{\sin qR}{q}\right].
\end{equation}
In $\tfrac12q^2S+B$ the terms with $1-\cos qR$ cancel, leaving
\begin{equation}
\boxed{\;T=\frac{q}{2R}\left(1-\frac{R}{2a}\right)\sin qR\;}
\end{equation}

For $R\to0$, $T\to q^2/2$, the energy of one function. At $R=a$, $T=0$, and for $a<R<2a$ it is negative. An off-diagonal kinetic element may be negative; positivity is required of the whole matrix. Near contact put $R=2a-\epsilon$. Then $\sin qR\simeq-q\epsilon$ and
\begin{equation}
T\simeq-\frac{q^2\epsilon^2}{8a^2},\qquad
u''=-2RT\simeq\frac{q^2\epsilon^2}{2a},\qquad
S\simeq\frac{q^2\epsilon^4}{48a^2},
\end{equation}
the last by two integrations with $u=u'=0$ at contact, as the solution satisfies. The uncorrected value falls as $\epsilon^4$ and the true element as $\epsilon^2$, so for barely touching spheres the surface term dominates.

For $a=5$ bohr, $q=0.6283$ bohr$^{-1}$, and the energies in hartree are:
\begin{center}
\begin{tabular}{ccccc}
$R$ (bohr) & $S$ & $\tfrac12q^2S$ & $B$ & $T$\\
2 & 0.7805 & 0.1541 & $-0.0345$ & 0.1195\\
4 & 0.3694 & 0.0729 & $-0.0452$ & 0.0277\\
5 & 0.2026 & 0.0400 & $-0.0400$ & 0.0000\\
6 & 0.0904 & 0.0178 & $-0.0302$ & $-0.0123$\\
8 & 0.0059 & 0.0012 & $-0.0086$ & $-0.0075$
\end{tabular}
\end{center}

\section*{(g) Effect on energy levels}

\textit{Find the kinetic levels in the space of the two equal s functions, with and without the surface term.}

\textbf{Solution.} The diagonal elements are $q^2/2$ and the overlap matrix has off-diagonal element $S$. By symmetry the eigenvectors are the sum and the difference, so
\begin{equation}
E_\pm=\frac{q^2/2\pm T}{1\pm S}=\frac{q^2}{2}\pm\frac{B}{1\pm S},
\end{equation}
where $T=\tfrac12q^2S+B$ was inserted. The whole splitting comes from $B$. Without it the kinetic matrix is $q^2/2$ times the overlap matrix, and both levels stay at $q^2/2$ however much the spheres overlap. At $R=6$ bohr,
\begin{align}
E_+&=\frac{0.19739-0.01231}{1.09038}=0.1697\ \text{hartree}=4.619\ \text{eV},\\
E_-&=\frac{0.19739+0.01231}{0.90962}=0.2305\ \text{hartree}=6.273\ \text{eV},
\end{align}
against $0.1974$ hartree twice without $B$. By \eqref{eq:Beq}, $B<0$ for $0<R<2a$, so the sum function lies below $q^2/2$ and the difference function above it, which the uncorrected matrix cannot describe. As a check on the size, both functions vanish outside a sphere of radius $a+R/2=8$ bohr about the midpoint, so no level can lie below its ground energy $\pi^2/(2\cdot8^2)=0.0771$ hartree. The levels respect this bound.

\section*{(h) The same element in Fourier space}

\textit{Does a plane-wave evaluation need a separate surface correction?}

\textbf{Solution.} Let $\tilde\chi(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\chi\,d^3r$ for a function centred at the origin. The expansion of the plane wave in spherical waves and \eqref{eq:lommel} give
\begin{equation}
\tilde\chi(\mathbf k)=4\pi(-i)^lY_{lm}(\hat{\mathbf k})\,\frac{g\,a^2j_l(ka)}{k^2-q^2}.
\end{equation}
The transform of $\delta(r-a)Y_{lm}$ is $4\pi(-i)^lY_{lm}(\hat{\mathbf k})a^2j_l(ka)$. Hence $k^2\tilde\chi=q^2\tilde\chi+g\times(\text{shell transform})$, which is \eqref{eq:lap} with its sign reversed. The integral
\begin{equation}
T_{ij}=\frac12\int\frac{d^3k}{(2\pi)^3}\,k^2\,\tilde\chi_i^*\tilde\chi_j\,e^{i\mathbf k\cdot(\mathbf R_i-\mathbf R_j)}
\end{equation}
thus already contains the surface term, and adding $B_j$ would count it twice. For the equal pair at $R=6$ bohr it gives $-0.0123$ hartree, as in the table.

The kink sets the rate of convergence, which is slowest for the diagonal element. At large $k$, $j_l(ka)^2$ averages to $1/(2a^2k^2)$. The diagonal element is $\pi^{-1}\int_0^\infty k^4[ga^2j_l(ka)/(k^2-q^2)]^2dk$, so the part beyond a cutoff $K\gg q,1/a$ is, to leading order,
\begin{equation}
\frac1\pi\int_K^\infty\frac{g^2a^2}{2k^2}\,dk=\frac{g^2a^2}{2\pi K}=\frac{q^2}{\pi aK}.
\end{equation}
Relative to $q^2/2$ this is $2/(\pi aK)$. This slow $1/K$ error belongs to the diagonal element. Elements between separated centres converge faster. For the equal s pair the integrand carries the extra factor $j_0(kR)=\sin(kR)/(kR)$ and tends to $g^2a^2\sin^2(ka)\sin(kR)/(\pi Rk^3)$. It oscillates about zero, so the part beyond a large cutoff falls as $K^{-3}$. At $R=6$ bohr and $K=25$ bohr$^{-1}$ it is below $10^{-7}$ hartree, against $1.0\times10^{-3}$ hartree for the diagonal element. Equation \eqref{eq:T} has no cutoff error. The numerical output below gives the values used here to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Weak Laplacian, l=1 n=1 a=5 bohr, Gaussian exponent 0.1 bohr^-2 at z=3.0 bohr
  int chi Lap(phi) = -1.968333, bulk part = -3.274380, shell part = 1.306047 (bohr^-1/2)
Concentric l=1 pair, a=5 n=1 and a=3 n=2: T = -0.100344, q_j^2 S/2 = -0.823876, B_j = 0.723532 hartree
General pair: i l=1 m=0 n=1 a=5.0 bohr; j l=0 n=2 a=4.0 bohr; R=3.5 bohr
  q_i = 0.898682, q_j = 1.570796 bohr^-1
  edge slopes g_i = -0.113675, g_j = 0.277680 bohr^-5/2
  overlap S = -0.011161 (no unit)
  uncorrected q_i^2 S/2 = -0.004507, q_j^2 S/2 = -0.013770 hartree
  surface terms B_i = 0.041632, B_j = 0.050894 hartree
  T by gradient quadrature = 0.037125 hartree = 1.0102 eV
  T from surface terms only = 0.037125 hartree
Largest mismatch over 4 two-centre cases = 3.4e-14 (atomic units)
Equal s pair, n=1, a=5.0 bohr: q = 0.628319 bohr^-1, q^2/2 = 0.197392 hartree
  R (bohr)   S (no unit)   q^2 S/2 (hartree)   B (hartree)   T (hartree)
    2.0     0.780489     0.154062    -0.034549     0.119513
    4.0     0.369438     0.072924    -0.045225     0.027699
    5.0     0.202642     0.040000    -0.040000    -0.000000
    6.0     0.090377     0.017840    -0.030150    -0.012311
    8.0     0.005916     0.001168    -0.008637    -0.007470
Fourier integral at R=6.0 bohr, cutoff 200 bohr^-1: T = -0.012311 hartree
Kinetic levels at R=6.0 bohr
  with surface term: 0.169741 and 0.230538 hartree
  same levels: 4.6189 and 6.2733 eV
  without surface term: 0.197392 and 0.197392 hartree
  lower bound from the enclosing sphere of radius 8.0 bohr: 0.077106 hartree
\end{verbatim}
